**Surface-phonon resonance of a small MgO sphere**

The program tests the resonance formula ω_F = ω_TO √[(ε_s + 2)/(ε_∞ + 2)], where ε_s and ε_∞ are the static and optical permittivities and ω_TO is the transverse phonon wavenumber. For 9.8, 3 and 400 cm⁻¹ it gives 614.49 cm⁻¹. It asserts agreement with a diagonalization of the coupled ionic, polarization and field equations, and with a root of the full Maxwell matching condition for a sphere of 1 nm radius. Surface-charge integration confirms the depolarization factor 1/3 and the uniform inner field at a sampled off-centre point. Further assertions cover higher multipoles, a transparent host, spheroidal shape, the leading retardation shift, and the position and width of the damped absorption line. For a radius of 10 nm, the output shows a retardation shift of about −0.0013 cm⁻¹. An axis ratio of 1.2 splits the mode by 23.4 cm⁻¹, and a host of permittivity 2.3 lowers the sphere's resonance by 63.9 cm⁻¹.

## Check in Python

```python
# Result under test: a small sphere of a polar crystal in vacuum has its dipolar
# surface-phonon resonance where permittivity = -2, that is at
#   w_F = w_TO * sqrt((eps_s + 2) / (eps_inf + 2)).
# eps_s: static permittivity; eps_inf: optical (electronic) permittivity;
# w_TO, w_LO: transverse and longitudinal phonon wavenumbers in 1/cm;
# L: depolarization factor (field inside = -L * polarization, vacuum constant = 1).
# Time dependence is exp(-i w t), so loss means a positive imaginary permittivity.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

EPS_S, EPS_INF, W_TO = 9.8, 3.0, 400.0
RADIUS_NM = 10.0
DAMPING = 15.0            # 1/cm, rough
HOST = 2.3                # rough permittivity of a transparent host
ASPECT = 1.2              # long axis / short axis of a slightly elongated grain
LAYER_NM = 0.21           # rough thickness of one atomic layer
SURFACE_STIFFENING = 0.20  # trial relative change of surface spring constants
TO_SOFTENING = 0.01       # trial relative fall of w_TO on heating


def permittivity(w, damping=0.0):
    return EPS_INF + (EPS_S - EPS_INF) * W_TO**2 / (W_TO**2 - w**2 - 1j * damping * w)


def mode_from_condition(target, eps_s=EPS_S, eps_inf=EPS_INF):
    """Closed-form solution of permittivity(w) = -target."""
    return W_TO * np.sqrt((eps_s + target) / (eps_inf + target))


def mode_from_shape(L):
    return W_TO * np.sqrt((1 + L * (EPS_S - 1)) / (1 + L * (EPS_INF - 1)))


def coupled_mode(L, spring_scale=1.0):
    """Diagonalize the equations for ionic coordinate, polarization and field."""
    b = np.sqrt(EPS_S - EPS_INF)          # frequencies in units of W_TO
    stiffness = np.array([[spring_scale, 0.0, -b],
                          [-b, 1.0, -(EPS_INF - 1)],
                          [0.0, L, 1.0]])
    inertia = np.diag([1.0, 0.0, 0.0])
    inverse_squares = np.linalg.eigvals(np.linalg.solve(stiffness, inertia))
    return W_TO / np.sqrt(np.max(inverse_squares.real))


def surface_charge_field(aspect, axis, point):
    """Field at a point inside a spheroid (1, 1, aspect), unit polarization on axis."""
    u, weight = np.polynomial.legendre.leggauss(160)
    phi = 2 * np.pi * np.arange(160) / 160
    s = np.sqrt(1 - u**2)
    axes = np.array([1.0, 1.0, aspect])
    surface = np.array([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                        np.outer(aspect * u, np.ones_like(phi))])
    charge = aspect * surface[axis] / axes[axis]**2
    charge = charge * weight[:, None] * 2 * np.pi / len(phi)
    separation = np.array(point)[:, None, None] - surface
    distance = np.sqrt(np.sum(separation**2, axis=0))
    return np.sum(charge * separation / distance**3, axis=(1, 2)) / (4 * np.pi)


def size_parameter(w, radius_nm):
    return 2 * np.pi * (w * 100) * (radius_nm * 1e-9)


def riccati(bessel, order, z):
    """z * f(z) and its derivative for a spherical Bessel function f."""
    f = bessel(order, z)
    return z * f, f + z * bessel(order, z, derivative=True)


def maxwell_mode(radius_nm, order=1, host=1.0):
    """Lossless electric multipole resonance from matching the full Maxwell fields."""
    def mismatch(w):
        x = size_parameter(w, radius_nm) * np.sqrt(host)
        m = np.sqrt(complex(permittivity(w).real / host))
        inner, d_inner = riccati(spherical_jn, order, m * x)
        outer, d_outer = riccati(spherical_yn, order, x)
        value = (m * inner * d_outer - outer * d_inner) / m**order
        return value.real
    w_LO = W_TO * np.sqrt(EPS_S / EPS_INF)
    return brentq(mismatch, 1.05 * W_TO, 0.999 * w_LO, xtol=1e-11, rtol=1e-14)


def mie_absorption(w, radius_nm):
    """Dipole absorption cross section, arbitrary scale, from the Mie coefficient."""
    x = size_parameter(w, radius_nm)
    m = np.sqrt(permittivity(w, DAMPING))
    inner, d_inner = riccati(spherical_jn, 1, m * x)
    regular, d_regular = riccati(spherical_jn, 1, x)
    singular, d_singular = riccati(spherical_yn, 1, x)
    wave, d_wave = regular + 1j * singular, d_regular + 1j * d_singular
    a1 = ((m * inner * d_regular - regular * d_inner)
          / (m * inner * d_wave - wave * d_inner))
    return (a1.real - abs(a1)**2) / w**2


def absorption_line(radius_nm, guess):
    scale = mie_absorption(guess, radius_nm)

    def line(w):
        return mie_absorption(w, radius_nm) / scale
    peak = minimize_scalar(lambda w: -line(w), method="bounded",
                           bounds=(guess - DAMPING, guess + DAMPING),
                           options={"xatol": 1e-7}).x
    half = 0.5 * line(peak)
    low = brentq(lambda w: line(w) - half, peak - 3 * DAMPING, peak)
    high = brentq(lambda w: line(w) - half, peak, peak + 3 * DAMPING)
    return peak, high - low


# Main result and the bulk limits
w_F = mode_from_condition(2.0)
w_LO = W_TO * np.sqrt(EPS_S / EPS_INF)
centre, off_centre = (0.0, 0.0, 0.0), (0.3, 0.1, 0.4)
L_sphere = -surface_charge_field(1.0, 2, centre)[2]
assert abs(L_sphere - 1 / 3) < 1e-10
assert np.allclose(surface_charge_field(1.0, 2, off_centre), [0, 0, -1 / 3], atol=1e-8)
w_coupled = coupled_mode(L_sphere)
assert abs(w_coupled - w_F) < 1e-6
assert abs(coupled_mode(0.0) - W_TO) < 1e-6
assert abs(coupled_mode(1.0) - w_LO) < 1e-6
assert W_TO < w_F < w_LO
assert round(w_F) == 614

# Multipoles and host; the 1 nm sphere leaves only a tiny retardation shift
w_maxwell = maxwell_mode(1.0)
assert abs(w_maxwell - w_F) < 1e-3
for order in (2, 5):
    assert abs(maxwell_mode(1.0, order) - mode_from_condition((order + 1) / order)) < 1e-3
w_quadrupole = mode_from_condition(1.5)
w_flat = mode_from_condition(1.0)
w_host = mode_from_condition(2 * HOST)
assert abs(maxwell_mode(1.0, 1, HOST) - w_host) < 1e-3

# Retardation: compare the small-size expansion with the full matching condition
slope = 2 * w_F * (EPS_S - EPS_INF) * W_TO**2 / (W_TO**2 - w_F**2)**2
for radius in (RADIUS_NM, 50.0):
    predicted = -(12 / 5) * size_parameter(w_F, radius)**2 / slope
    assert abs((maxwell_mode(radius) - w_F) / predicted - 1) < 0.01
x_example = size_parameter(w_F, RADIUS_NM)
retardation_shift = maxwell_mode(RADIUS_NM) - w_F

# Damping: peak stays at w_F and the full width equals the damping constant
peak_small, width_small = absorption_line(1.0, w_F)
assert abs(peak_small - w_F) < 2e-3
assert abs(width_small - DAMPING) < 2e-3
peak_example, width_example = absorption_line(RADIUS_NM, w_F)

# Slightly elongated grain: uniform inner field and split modes
L_long = -surface_charge_field(ASPECT, 2, centre)[2]
L_short = -surface_charge_field(ASPECT, 0, centre)[0]
assert abs(L_long + 2 * L_short - 1) < 1e-9
assert np.allclose(surface_charge_field(ASPECT, 2, off_centre), [0, 0, -L_long], atol=1e-7)
assert np.allclose(surface_charge_field(ASPECT, 0, off_centre), [-L_short, 0, 0], atol=1e-7)
w_long, w_short = mode_from_shape(L_long), mode_from_shape(L_short)
assert abs(coupled_mode(L_long) - w_long) < 1e-6
assert abs(coupled_mode(L_short) - w_short) < 1e-6

# Changed springs at fixed ionic charge
ionic_term = (EPS_S - EPS_INF) * W_TO**2 / (EPS_INF + 2)
surface_fraction = 1 - (1 - LAYER_NM / RADIUS_NM)**3
surface_scale = 1 + SURFACE_STIFFENING * surface_fraction
soft_scale = (1 - TO_SOFTENING)**2
for scale in (surface_scale, soft_scale):
    assert abs(coupled_mode(1 / 3, scale) - np.sqrt(scale * W_TO**2 + ionic_term)) < 1e-6
surface_shift = coupled_mode(1 / 3, surface_scale) - w_F
heating_shift = coupled_mode(1 / 3, soft_scale) - w_F

# Conversions of the main result
frequency_THz = w_F * 100 * const.c / 1e12
energy_meV = const.h * const.c * w_F * 100 / const.e * 1e3
wavelength_um = 1e4 / w_F

print(f"Static permittivity: {EPS_S:.1f}")
print(f"Optical permittivity: {EPS_INF:.1f}")
print(f"Ionic part of static permittivity: {EPS_S - EPS_INF:.1f}")
print(f"TO wavenumber: {W_TO:.1f} cm^-1")
print(f"LO wavenumber: {w_LO:.1f} cm^-1")
print(f"Ratio (eps_s+2)/(eps_inf+2): {(EPS_S + 2) / (EPS_INF + 2):.3f}")
print(f"Squared TO wavenumber: {W_TO**2:.0f} cm^-2")
print(f"Ionic depolarization term: {ionic_term:.0f} cm^-2")
print(f"Squared sphere resonance: {w_F**2:.0f} cm^-2")
print(f"Sphere resonance, formula: {w_F:.2f} cm^-1")
print(f"Sphere resonance, coupled equations: {w_coupled:.2f} cm^-1")
print(f"Sphere resonance, Maxwell, 1 nm radius: {w_maxwell:.2f} cm^-1")
print(f"Permittivity at resonance: {permittivity(w_F).real:.4f}")
print(f"Resonance frequency: {frequency_THz:.2f} THz")
print(f"Resonance energy: {energy_meV:.2f} meV")
print(f"Vacuum wavelength: {wavelength_um:.2f} um")
print(f"Depolarization factor of sphere: {L_sphere:.6f}")
print(f"Quadrupole resonance: {w_quadrupole:.1f} cm^-1")
print(f"Flat-interface limit: {w_flat:.1f} cm^-1")
print(f"Sphere radius: {RADIUS_NM:.1f} nm")
print(f"Size parameter x: {x_example:.5f}")
print(f"Permittivity slope at resonance: {slope:.5f} cm")
print(f"Retardation shift: {retardation_shift:.5f} cm^-1")
print(f"Damping constant (rough): {DAMPING:.1f} cm^-1")
print(f"Absorption peak with damping: {peak_example:.2f} cm^-1")
print(f"Absorption full width: {width_example:.2f} cm^-1")
print(f"Axis ratio of elongated grain: {ASPECT:.1f}")
print(f"Depolarization factor, long axis: {L_long:.4f}")
print(f"Depolarization factor, short axis: {L_short:.4f}")
print(f"Long-axis mode: {w_long:.1f} cm^-1")
print(f"Short-axis mode: {w_short:.1f} cm^-1")
print(f"Shape splitting: {w_short - w_long:.1f} cm^-1")
print(f"Host permittivity (rough): {HOST:.1f}")
print(f"Resonance in host: {w_host:.1f} cm^-1")
print(f"Host shift: {w_host - w_F:.1f} cm^-1")
print(f"Trial TO softening on heating: {100 * TO_SOFTENING:.1f} %")
print(f"Shift from TO softening: {heating_shift:.2f} cm^-1")
print(f"Surface layer thickness (rough): {LAYER_NM:.2f} nm")
print(f"Volume fraction of surface layer: {100 * surface_fraction:.2f} %")
print(f"Trial surface spring stiffening: {100 * SURFACE_STIFFENING:.0f} %")
print(f"Shift from surface springs: {surface_shift:.2f} cm^-1")
shift_static = mode_from_condition(2.0, eps_s=EPS_S + 0.1) - w_F
shift_optical = mode_from_condition(2.0, eps_inf=EPS_INF - 0.05) - w_F
print(f"Shift if static permittivity rises by 0.10: {shift_static:.2f} cm^-1")
print(f"Shift if optical permittivity falls by 0.05: {shift_optical:.2f} cm^-1")
print("success")
```

Running it gives:

```
Static permittivity: 9.8
Optical permittivity: 3.0
Ionic part of static permittivity: 6.8
TO wavenumber: 400.0 cm^-1
LO wavenumber: 723.0 cm^-1
Ratio (eps_s+2)/(eps_inf+2): 2.360
Squared TO wavenumber: 160000 cm^-2
Ionic depolarization term: 217600 cm^-2
Squared sphere resonance: 377600 cm^-2
Sphere resonance, formula: 614.49 cm^-1
Sphere resonance, coupled equations: 614.49 cm^-1
Sphere resonance, Maxwell, 1 nm radius: 614.49 cm^-1
Permittivity at resonance: -2.0000
Resonance frequency: 18.42 THz
Resonance energy: 76.19 meV
Vacuum wavelength: 16.27 um
Depolarization factor of sphere: 0.333333
Quadrupole resonance: 633.9 cm^-1
Flat-interface limit: 657.3 cm^-1
Sphere radius: 10.0 nm
Size parameter x: 0.00386
Permittivity slope at resonance: 0.02824 cm
Retardation shift: -0.00127 cm^-1
Damping constant (rough): 15.0 cm^-1
Absorption peak with damping: 614.49 cm^-1
Absorption full width: 15.00 cm^-1
Axis ratio of elongated grain: 1.2
Depolarization factor, long axis: 0.2861
Depolarization factor, short axis: 0.3569
Long-axis mode: 598.3 cm^-1
Short-axis mode: 621.8 cm^-1
Shape splitting: 23.4 cm^-1
Host permittivity (rough): 2.3
Resonance in host: 550.6 cm^-1
Host shift: -63.9 cm^-1
Trial TO softening on heating: 1.0 %
Shift from TO softening: -2.60 cm^-1
Surface layer thickness (rough): 0.21 nm
Volume fraction of surface layer: 6.17 %
Trial surface spring stiffening: 20 %
Shift from surface springs: 1.60 cm^-1
Shift if static permittivity rises by 0.10: 2.60 cm^-1
Shift if optical permittivity falls by 0.05: 3.10 cm^-1
success
```
